\section*{Forces and stress with smeared occupations as derivatives of $E-\sigma S$, part 1}

(Sections cited here and not found follow in the second part.)

An ion in a metal is displaced. The levels near the Fermi level move, some empty a little and others fill, and the Fermi level shifts to keep the electron number fixed. On a finite $k$-mesh these changes are made continuous by smearing the occupations over a width $\sigma$. The force is then computed, as in an insulator, from the expectation value of the derivative of the ionic potential. That expression contains no change of orbitals or occupations. The energy $E$ is stationary in the orbitals, but it changes to first order when charge moves between levels of different eigenvalue, so the expression is not in general the derivative of $E$. It is the derivative of $F=E-\sigma S$, provided the orbitals are self-consistent, $N$ and $\sigma$ are fixed, the entropy is matched to the occupation function, and the motion of the basis is accounted for.

\subsection{Definitions}

Hartree atomic units are used, the system is spin-unpolarized (a factor 2 per level), and the weights obey $\sum_k w_k=1$. The parameter $\lambda$ is an atomic coordinate or a strain component, and a dot means $d/d\lambda$ along the self-consistent solution. Orbitals are coefficient vectors $c_{nk}$ in a finite basis with overlap matrix $O^k$. The energy is a mean-field functional $E(D,\lambda)$ of the density matrices
\begin{equation}
D^k=\sum_n f_{nk}\,c_{nk}c_{nk}^\dagger ,
\label{eq:D}
\end{equation}
and its Hamiltonian is defined by the first variation,
\begin{equation}
\delta E=\sum_k 2w_k\,\mathrm{Tr}\,(H^k\,\delta D^k).
\label{eq:H}
\end{equation}
In Kohn--Sham theory $E=\sum_k 2w_k\mathrm{Tr}[(T+V_{\rm ion})D^k]+E_{Hxc}[n]+E_{ii}$. The first term is linear in $D$, and $\delta E_{Hxc}=\int v_{Hxc}\,\delta n$ with $\delta n$ linear in $\delta D$, so $H=T+V_{\rm ion}+v_{Hxc}$. In Hartree--Fock theory \eqref{eq:H} gives the Fock matrix. Self-consistency means that the vectors that build $D$ are eigenvectors of the $H$ built from $D$:
\begin{equation}
H^kc_{nk}=\varepsilon_{nk}O^kc_{nk},\qquad c_{nk}^\dagger O^kc_{nk}=1 .
\label{eq:scf}
\end{equation}
With $x_{nk}=(\varepsilon_{nk}-\mu)/\sigma$, a smearing scheme is a pair of functions $f(x)$, $s(x)$, and
\begin{equation}
N=\sum_{nk}2w_kf(x_{nk}),\quad S=\sum_{nk}2w_ks(x_{nk}),\quad F=E-\sigma S .
\label{eq:NSF}
\end{equation}
$S$ is dimensionless. The weights are independent of $\lambda$, and the levels are labelled so that $\varepsilon_{nk}$ and $c_{nk}$ are differentiable in $\lambda$, which at a crossing means following the branches through it.

\subsection{Derivative of the energy}

The chain rule with \eqref{eq:H} gives
\begin{equation}
\dot E=\frac{\partial E}{\partial\lambda}\Big|_D+\sum_k2w_k\mathrm{Tr}(H^k\dot D^k).
\label{eq:chain}
\end{equation}
Differentiating \eqref{eq:D} and using $\mathrm{Tr}(Hab^\dagger)=b^\dagger Ha$, with the index $k$ suppressed,
\begin{align}
\mathrm{Tr}(H\dot D)&=\sum_n\big[\dot f_n\,c_n^\dagger Hc_n+f_n(c_n^\dagger H\dot c_n+\dot c_n^\dagger Hc_n)\big]\nonumber\\
&=\sum_n\big[\varepsilon_n\dot f_n+f_n\varepsilon_n(c_n^\dagger O\dot c_n+\dot c_n^\dagger Oc_n)\big].
\label{eq:trace}
\end{align}
The second line uses \eqref{eq:scf} and its Hermitian conjugate $c_n^\dagger H=\varepsilon_nc_n^\dagger O$. The derivative of the normalization in \eqref{eq:scf} is $\dot c^\dagger Oc+c^\dagger O\dot c+c^\dagger\dot Oc=0$, so the bracket in \eqref{eq:trace} equals $-c_n^\dagger\dot Oc_n$. With the energy-weighted density matrix $Q^k=\sum_nf_{nk}\varepsilon_{nk}c_{nk}c_{nk}^\dagger$, define
\begin{equation}
\mathcal G_\lambda=\frac{\partial E}{\partial\lambda}\Big|_D-\sum_k2w_k\mathrm{Tr}(Q^k\dot O^k),
\label{eq:G}
\end{equation}
which needs only the solution at one value of $\lambda$. Then \eqref{eq:chain} becomes
\begin{equation}
\dot E=\mathcal G_\lambda+\sum_{nk}2w_k\,\varepsilon_{nk}\dot f_{nk}.
\label{eq:dE}
\end{equation}
For a basis that does not depend on $\lambda$, $\dot O=0$, the kinetic and interaction matrix elements are constant, and $\mathcal G_\lambda=\int n\,\partial_\lambda V_{\rm ion}+\partial_\lambda E_{ii}$ is the Hellmann--Feynman expression. The last term of \eqref{eq:dE} expresses Janak's theorem, $\partial E/\partial f_{nk}=2w_k\varepsilon_{nk}$: charge moved into a level costs its eigenvalue.

If the orbitals diagonalize an input Hamiltonian $H_{\rm in}$ rather than $H=H[D]$, writing $H=H_{\rm in}+(H-H_{\rm in})$ in \eqref{eq:chain} leaves \eqref{eq:trace} valid for $H_{\rm in}$ and adds $\sum_k2w_k\mathrm{Tr}[(H-H_{\rm in})\dot D]$ to \eqref{eq:dE}. The force error is first order in the self-consistency residual.

The same result follows from the band energy. Since $\sum2wf\varepsilon=\sum2w\,\mathrm{Tr}(HD)$ contains $\int nv_{Hxc}$ in place of $E_{Hxc}$,
\begin{equation}
E=\sum_{nk}2w_kf\varepsilon-\int n\,v_{Hxc}+E_{Hxc}+E_{ii}.
\label{eq:band}
\end{equation}
For a displacement in a fixed orthonormal basis, $\varepsilon=c^\dagger Hc$ gives $\dot\varepsilon=c^\dagger\dot Hc+\varepsilon\,d(c^\dagger c)/d\lambda=c^\dagger(\partial_\lambda V_{\rm ion}+\dot v_{Hxc})c$, and \eqref{eq:band} yields
\begin{align}
\dot E={}&\sum2w\,\varepsilon\dot f+\int n\,\partial_\lambda V_{\rm ion}+\int n\,\dot v_{Hxc}\nonumber\\
&-\int\dot n\,v_{Hxc}-\int n\,\dot v_{Hxc}+\int v_{Hxc}\,\dot n+\partial_\lambda E_{ii}.
\end{align}
The third term cancels the fifth and the fourth cancels the sixth, which leaves \eqref{eq:dE}. The occupation term of $\dot E$ is therefore the occupation term of the band energy.

\subsection{The matched entropy}

The scheme is required to satisfy
\begin{equation}
s'(x)=x\,f'(x),\qquad s(\infty)=0 .
\label{eq:match}
\end{equation}
Integrating from $x$ to $\infty$ and then by parts, with $tf(t)\to0$ at the upper limit,
\begin{equation}
s(x)=-\int_x^\infty tf'(t)\,dt=xf(x)+\int_x^\infty f(t)\,dt ,
\label{eq:sint}
\end{equation}
so $f$ fixes $s$. Four pairs follow; each $s$ vanishes at $+\infty$, and $d\,\mathrm{erfc}(x)/dx=-2e^{-x^2}/\sqrt\pi$.

For Fermi--Dirac smearing, $f=1/(1+e^x)$ and $s=-f\ln f-(1-f)\ln(1-f)$. Then $ds/df=-\ln f-1+\ln(1-f)+1=\ln[(1-f)/f]=x$, because $(1-f)/f=e^x$, and $s'=(ds/df)f'=xf'$.

For Gaussian smearing, $f=\tfrac12\mathrm{erfc}\,x$ and $s=e^{-x^2}/(2\sqrt\pi)$. Then $f'=-e^{-x^2}/\sqrt\pi$ and $s'=-xe^{-x^2}/\sqrt\pi=xf'$.

For first-order Methfessel--Paxton smearing,
\begin{align}
f&=\tfrac12\mathrm{erfc}\,x-\frac{xe^{-x^2}}{2\sqrt\pi},\qquad s=\frac{(1-2x^2)e^{-x^2}}{4\sqrt\pi},\nonumber\\
f'&=\Big[-1-\tfrac12(1-2x^2)\Big]\frac{e^{-x^2}}{\sqrt\pi}=-\Big(\tfrac32-x^2\Big)\frac{e^{-x^2}}{\sqrt\pi},\nonumber\\
s'&=\big[-4x-2x(1-2x^2)\big]\frac{e^{-x^2}}{4\sqrt\pi}=-x\Big(\tfrac32-x^2\Big)\frac{e^{-x^2}}{\sqrt\pi}.
\label{eq:mp}
\end{align}

For Marzari--Vanderbilt cold smearing, with $u=x+1/\sqrt2$,
\begin{align}
f&=\tfrac12\mathrm{erfc}\,u+\frac{e^{-u^2}}{\sqrt{2\pi}},\qquad s=\frac{ue^{-u^2}}{\sqrt{2\pi}},\nonumber\\
f'&=-(1+\sqrt2u)\frac{e^{-u^2}}{\sqrt\pi},\qquad s'=(1-2u^2)\frac{e^{-u^2}}{\sqrt{2\pi}},
\label{eq:cold}
\end{align}
and $-x(1+\sqrt2u)=-(u-1/\sqrt2)(1+\sqrt2u)=1/\sqrt2-\sqrt2u^2=(1-2u^2)/\sqrt2$, so $xf'=s'$.

Where $f$ decreases monotonically, $s$ is a function of $f$ with $ds/df=x$ and $d^2s/df^2=1/f'<0$. Condition \eqref{eq:match} then says that $E-\sigma S-\mu N$ is stationary in each occupation, $2w(\varepsilon-\sigma x-\mu)=0$, and $-\sigma s$ is convex in $f$. This holds for the Fermi--Dirac and Gaussian pairs. In \eqref{eq:mp} $f'$ changes sign at $|x|=\sqrt{3/2}$, and in \eqref{eq:cold} at $x=-\sqrt2$; there $s$ is not a single-valued function of $f$ and no minimum principle is implied, but the next step needs only \eqref{eq:match}. Only for Fermi--Dirac occupations is $\sigma=k_BT$ and $F$ the Mermin free energy; otherwise $S$ is a generalized entropy.

\subsection{The cancellation}

At fixed $\sigma$, \eqref{eq:match} and $\dot f=f'\dot x$ give
\begin{equation}
\sigma\dot S=\sum2w\,\sigma s'\dot x=\sum2w\,\sigma x\,\dot f=\sum2w\,(\varepsilon-\mu)\dot f .
\label{eq:dS}
\end{equation}
Subtracting from the occupation term of \eqref{eq:dE} and using $\dot N=\sum2w\dot f$,
\begin{equation}
\sum2w\,\varepsilon\dot f-\sigma\dot S=\mu\dot N,\qquad \dot F=\mathcal G_\lambda+\mu\dot N .
\label{eq:cancel}
\end{equation}
The entropy removes the part $\varepsilon-\mu$ of each eigenvalue level by level; the common remainder $\mu$ multiplies the total change of charge and is removed by the number constraint. Hence
\begin{align}
\text{fixed }N:&\quad \dot F=\mathcal G_\lambda,\qquad \dot E=\mathcal G_\lambda+\sigma\dot S,\label{eq:main}\\
\text{fixed }\mu:&\quad \frac{d}{d\lambda}(F-\mu N)=\mathcal G_\lambda .\label{eq:grand}
\end{align}
The force $-\mathcal G_{\mathbf R}$ derives from $F$, so in Born--Oppenheimer dynamics at fixed $\sigma$ the conserved quantity is $F$ plus the ionic kinetic energy, and a relaxation ends at a stationary point of $F$.

The response of $\mu$ drops out of \eqref{eq:main}, but it must exist. From $\dot N=\sum2wf'(\dot\varepsilon-\dot\mu)/\sigma=0$ one has $\dot\mu=\sum wf'\dot\varepsilon/\sum wf'$. For monotonic $f$ the denominator never vanishes. For \eqref{eq:mp} and \eqref{eq:cold} it can, when the levels near $\mu$ sit where $f'>0$; the equation $N(\mu)=N$ may then have several roots, and \eqref{eq:main} holds on each smooth branch separately. If an entropy $\tilde s(f)$ belonging to another scheme is used, then $\sigma\dot{\tilde S}=\sum2w\,\sigma(d\tilde s/df)\dot f$, and at fixed $N$
\begin{equation}
\frac{d}{d\lambda}(E-\sigma\tilde S)-\mathcal G_\lambda=\sum2w\,\sigma\Big(x-\frac{d\tilde s}{df}\Big)\dot f ,
\label{eq:mismatch}
\end{equation}
which vanishes for arbitrary $\dot f$ only if the bracket is the same for all levels.

The size of $\sigma\dot S$ depends on the spectrum. With $\mu$ in a gap and many $\sigma$ away from both of its edges, $xf'$ is exponentially small for every level and $E$ and $F$ give the same forces. For cold smearing at integer filling such a $\mu$ satisfies the number constraint only up to an exponentially small excess: $f>1$ for $x<-\sqrt2$ and $f>0$ everywhere, so the exact root lies within $\sqrt2\,\sigma$ of the valence edge or below it, where $\dot S$ need not be small. Methfessel--Paxton smearing can have roots near the edges besides the one inside the gap. For a metal on a dense mesh with a density of states $g$ (spin included) constant over several $\sigma$, $\sum2w\to\int g\,\sigma\,dx$ and
\begin{equation}
\sigma S=g\sigma^2\!\int_{-\infty}^\infty\! s\,dx .
\label{eq:dos}
\end{equation}
For Fermi--Dirac smearing, integration by parts gives $\int s\,dx=-\int x^2f'dx$; expanding $-f'=\sum_{j\ge1}(-1)^{j+1}je^{-jx}$ for $x>0$ and using evenness, this is $2\sum_j(-1)^{j+1}j\cdot2/j^3=4\cdot\pi^2/12=\pi^2/3$. The Gaussian integral is $1/2$. For \eqref{eq:mp} it is $(\sqrt\pi-2\cdot\sqrt\pi/2)/(4\sqrt\pi)=0$, and for \eqref{eq:cold} it vanishes because $s$ is odd in $u$. When $S=\gamma\sigma$ as in \eqref{eq:dos}, the derivation with $\lambda=\sigma$ (now $\mathcal G=0$, and $d(\sigma S)/d\sigma$ has the extra term $S$) gives $dF/d\sigma=-S$, so $F=E_0-\tfrac12\gamma\sigma^2$, $E=E_0+\tfrac12\gamma\sigma^2$, and $(E+F)/2$ estimates the unsmeared energy $E_0$ to this order. By \eqref{eq:main} its derivative is $\mathcal G_\lambda+\tfrac12\sigma\dot S$, not $\mathcal G_\lambda$.

With self-consistent orbitals and a matched entropy, $\mathcal G_\lambda$ is the derivative of $F$ at fixed $N$ and of $F-\mu N$ at fixed $\mu$, while at fixed $N$ the derivative of $E$ differs from it by $\sigma\dot S$. It remains to write out the plane-wave force and stress and to check the identities numerically in a two-dimensional model metal and in an H$_4$ chain with a moving basis.
